Carrier screening of valley-dependent electron-phonon vertices in a doped two-valley semiconductor

**1. Result**

Let a doped two-dimensional semiconductor have carriers in classes of valleys v = 1, 2, … A class collects equivalent valleys and occupied spin branches that share the same vertex; G_v is the number of these flavours. Equivalent valleys that a phonon shifts differently, as a shear can, count as separate classes. Let N_v be its density of states at the Fermi level and N = Σ_v N_v. A lattice displacement u cos(q·r) shifts the band edge of class v by D_v u cos(q·r). The bare vertex D_v includes the screening by the undoped crystal, but not that by the carriers.

**Theorem.** Assume that

(A1) q is much smaller than the distance between valleys in reciprocal space;
(A2) the response is linear and static, the temperature is low, the valleys are parabolic and q < 2k_F in each;
(A3) carriers interact through a mean-field (Hartree) potential with one interaction v(q), the same for all valleys.

Then the vertex screened by the carriers is

g_v = (D_v − D̄) + D̄/ε,  (1)

D̄ = Σ_v N_v D_v / N, ε = 1 + v(q)N.

Carriers therefore screen the average of the vertices weighted by the density of states, and leave the deviations from it untouched. For two classes

g_1 − g_2 = D_1 − D_2,  (2)

and for ε → ∞

g_1 = (N_2/N)(D_1 − D_2), g_2 = −(N_1/N)(D_1 − D_2).  (3)

The surviving vertices have opposite signs even if D_1 and D_2 have the same sign.

"Small q" here means a window. The upper edge is 2k_F. The lower edge comes from the word static: the phonon energy must be small against ħv_F q. Section 4 treats what happens below it.

**2. Proof**

**Lemma 1 (response of one class).** If the total potential energy in class v is g_v u cos(q·r), its density changes by δn_v cos(q·r), with

δn_v = −N_v g_v u.  (4)

Proof. A potential of wavevector q connects k with k ± q. By (A1) both states lie in the same valley, so a potential in one valley does not change the density in another at first order. Perturbation theory gives δn_v = −Π_v g_v u, where

Π_v = G_v ∫ d²k/(2π)² (f_k − f_{k+q})/(E_{k+q} − E_k).

In the term with f_{k+q} substitute p = −(k + q). Since E_{−k} = E_k, it becomes +f_p/(E_{p+q} − E_p), equal to the first term. With principal values,

Π_v = 2G_v ∫ d²k/(2π)² f_k/(E_{k+q} − E_k),

E_{k+q} − E_k = (ħ²q/m)(a + k cos θ), a = q/2.

The angular integral follows from t = tan(θ/2):

∫₀^{2π} dθ/(a + k cos θ) = ∫ 2dt/[(a + k) + (a − k)t²],

with t from −∞ to ∞. For k < a it equals 2π/√(a² − k²). For k > a put s² = (k + a)/(k − a). The antiderivative is then

[1/((k − a)s)] ln|(s + t)/(s − t)|.

It vanishes at both ends, and the contributions from the two sides of each pole cancel, so the principal value is zero. States with k > q/2 thus drop out. At zero temperature, with b the smaller of k_F and a,

Π_v = [G_v m/(πħ²q)] ∫₀^b k dk/√(a² − k²)
= [G_v m/(πħ²q)] [a − √(a² − b²)].

For q < 2k_F, b = a = q/2 and Π_v = G_v m/(2πħ²) = N_v, independent of q. This proves (4). For q > 2k_F, b = k_F and

Π_v = N_v [1 − √(1 − (2k_F/q)²)],  (5)

so screening weakens beyond the window. ∎

**Proof of the theorem.** The density changes create one common potential energy φu cos(q·r), with

φu = v(q) Σ_w δn_w = −v(q) u Σ_w N_w g_w.

Write S = Σ_w N_w g_w. The total vertex is the bare one plus φ:

g_v = D_v − v(q)S.  (6)

Multiply by N_v and sum over v:

S = N D̄ − v(q)N S, hence S = N D̄/ε.

Insert this in (6) and use v(q)N = ε − 1:

g_v = D_v − (1 − 1/ε)D̄,

which is (1). Subtracting (6) for two classes removes φ and gives (2). Finally

D_1 − D̄ = [(N_1 + N_2)D_1 − N_1D_1 − N_2D_2]/N = (N_2/N)(D_1 − D_2),

and likewise with the labels exchanged, which gives (3). ∎

**Remark (meaning).** In the limit (3), N_1g_1 + N_2g_2 = 0. Where carriers of class 1 become denser, those of class 2 become thinner by the same amount. The pattern carries no net charge, so the long-range interaction does not oppose it. No carrier has to change valley: each class moves in real space.

**Remark (special cases).** A vertex equal in all valleys, such as that of a macroscopic electric field, has D_v = D̄ and is divided by ε. The same holds with a single occupied class. For an acoustic phonon, D_v is proportional to q times a deformation potential Ξ_v. Equation (1) then applies to the Ξ_v: their difference is unscreened, while the vertex itself still vanishes as q → 0.

**Remark (coupling strength).** Since D_v − D̄ has zero weighted mean, the cross term drops out of the average square of (1):

Σ_v N_v g_v²/N = Var(D) + D̄²/ε², Var(D) = Σ_v N_v(D_v − D̄)²/N.  (7)

Strong screening leaves the variance. Equation (7) measures the size of the static intravalley vertices; it is not a pairing constant. The latter weights each class by its own phase space for scattering through q, and also needs the phonon energies and the intervalley phonons.

**3. Phonon stiffness**

**Proposition 1.** Under the same assumptions the linear coupling to the carriers changes the phonon stiffness per area by

ΔK = −Σ_v N_v D_v g_v = −N[Var(D) + D̄²/ε].  (8)

Proof. Averaging cos² over space gives a common factor ½. Apart from it, the energy per area is

𝓔 = Σ_v [D_v u δn_v + δn_v²/(2N_v)] + ½v(q)(Σ_v δn_v)².

The second term is the energy cost of a density change in a class whose response is N_v. Setting the derivative with respect to δn_v to zero gives

D_v u + δn_v/N_v + v(q)Σ_w δn_w = 0,

which is (4) with (6). Multiply this condition by δn_v and sum: twice the quadratic part equals minus the linear part. Hence at the minimum

𝓔 = ½Σ_v D_v u δn_v = −½u² Σ_v N_v D_v g_v.

Compare with ½ΔK u² to get the first form of (8). Insert g_v = D_v − (1 − 1/ε)D̄:

Σ_v N_v D_v g_v = N[Σ_v N_vD_v²/N − D̄² + D̄²/ε],

which is the second. ∎

One vertex in (8) is bare and one is screened, so the average enters with 1/ε, against 1/ε² in (7). Band-edge shifts quadratic in u would add a separate term, left out here.

**4. Finite frequency**

Pairing theory uses the response at imaginary frequencies. Let ν > 0 be such a frequency expressed as an energy, and X_v = ħv_{F,v} q.

**Proposition 2.** For q ≪ k_F, N_v is replaced in the average and in ε by

Π_v(q, iν) = N_v [1 − ν/√(ν² + X_v²)],  (9)

while g_1 − g_2 = D_1 − D_2 remains.

Proof. The energy denominator becomes Δ − iν, with Δ = E_{k+q} − E_k. For small q, f_k − f_{k+q} = (−∂f/∂E)Δ and Δ = X_v cos θ at the Fermi line. Therefore

Π_v = N_v⟨Δ/(Δ − iν)⟩ = N_v⟨Δ²/(Δ² + ν²)⟩ = N_v[1 − ν²⟨1/(ν² + X_v²cos²θ)⟩].

The imaginary part is odd in Δ and averages to zero. With t = tan θ,

⟨1/(ν² + X_v²cos²θ)⟩ = (1/π)∫ dt/[ν²(1 + t²) + X_v²] = 1/[ν√(ν² + X_v²)],

which gives (9). The steps after (4) did not use the value of N_v, so they hold with Π_v in its place. ∎

For ν ≫ X_v, expansion gives Π_v = N_vX_v²/(2ν²). Put X_v = ħ²k_Fq/m_v and N_vħ²k_F²/(2m_v) = n_v, the density of the class:

Π_v = ħ²q² n_v/(m_v ν²).  (10)

The average is now weighted with n_v/m_v instead of N_v. It is still screened as long as v(q)ΣΠ_v ≫ 1, that is, as long as the plasma energy of the carriers is well above ν. In two dimensions v(q) grows as 1/q, so v(q)ΣΠ_v falls as q. At fixed ν the bare vertices thus return as q → 0.

**5. Short-range, valley-dependent interactions**

Assumption (A3) leaves out exchange and the different shapes of the valley wavefunctions. Let the interaction be v(q) + f_vw, with finite f_12 = f_21.

**Proposition 3.** For v(q) → ∞,

g_1 − g_2 = (D_1 − D_2)/[1 + (f_11 + f_22 − 2f_12)N_1N_2/N].  (11)

Proof. Equation (6) becomes

g_v = D_v − Σ_w [v(q) + f_vw]N_w g_w.

Finite g_v require N_1g_1 + N_2g_2 → 0. Set x = N_1g_1 = −N_2g_2 and subtract the two equations:

g_1 − g_2 = D_1 − D_2 − (f_11 + f_22 − 2f_12)x.

Also g_1 − g_2 = x(1/N_1 + 1/N_2) = xN/(N_1N_2). Eliminating x gives (11). ∎

The difference is thus corrected by a finite factor that does not contain v(q). If the denominator approaches zero, linear response fails and the carriers tend to redistribute between the classes spontaneously.

**6. A microscopic test**

How well the screened average is described by treating each valley as a class with one vertex can be tested on a chain whose two valleys belong to one band:

E_k = −2t_1 cos k − 2t_2 cos 2k, t_1 = 0.05, t_2 = 0.5.

The minima at k = 0 and k = π differ in energy and mass. The chain has 600 sites, chemical potential −0.8, temperature 0.03 and q = 2π/600. A phonon shifts the site energies by u cos(qj) and the bond terms by 0.5u cos(q(j + ½)). Its vertex is 1 + cos k, hence 2 at the first band edge and 0 at the second. The density wave acts back through a Hartree potential of strength 40.

Diagonalization with this potential made self-consistent gives screened vertices 1.332 and −0.668. A phonon that does not couple at the edge of one valley thus acquires a coupling there. With D̄ taken as the average of 1 + cos k over the thermal Fermi region, equation (1) gives the same values to three decimals. With band-edge vertices and a share 0.353 of the density of states in the first valley it gives 1.321 and −0.679. The small difference comes from the variation of the vertex inside each valley. The stiffness reduction found from the grand potential, 0.532, also agrees with the form of (8) that uses averages over k. It is more sensitive to the variation inside the valleys. With band-edge vertices (8) gives 0.587, 10 % too large. With the vertices averaged over the Fermi region of each valley, 1.925 and 0.023, it gives 0.532. The difference g_1 − g_2 = 2 is not tested by this model, because an on-site Hartree potential shifts both band edges equally by construction.

**7. Example: the regime of electron-doped MoS2**

In monolayer MoS2 the K valleys lie lowest for electrons, with the Q valleys not far above. Take rough masses 0.50 and 0.70 of the free-electron mass, an offset of 0.10 eV, and G_K = 4, G_Q = 6. The upper spin branch of Q lies 0.07 eV higher and is empty at low temperature. The density is 10¹⁴ cm⁻², or 1 nm⁻². The phonon moves the two sulfur planes in opposite directions out of the plane, with a rough energy of 0.050 eV. Its bare vertices are model values, D_K = 50 and D_Q = 20 eV/nm; they are not computed for MoS2.

The densities of states are N_K = 4.177 and N_Q = 8.772 eV⁻¹ nm⁻², with sum 12.95. The filling measured from the K edge is

E_F = (1 + 8.772 × 0.10)/12.95 = 0.145 eV,

so Q is filled to 0.045 eV. The Fermi wavevectors are 1.38 and 0.91 nm⁻¹, and q = 1 nm⁻¹ lies below both values of 2k_F. For the layer in its surroundings take

v(q) = e²/[2ε₀q(κ + r₀q)], κ = 4, r₀ = 4 nm,

where r₀ describes the polarizability of the undoped layer. At this q, v = 1.131 eV nm². Then

ε = 1 + 1.131 × 12.95 = 15.6,
D̄ = (4.177 × 50 + 8.772 × 20)/12.95 = 29.7 eV/nm,
g_K = 50 − 29.7 + 29.7/15.6 = 22.2 eV/nm,
g_Q = 20 − 29.7 + 29.7/15.6 = −7.8 eV/nm.

The average falls from 29.7 to 1.9 eV/nm, while the difference stays at 30 eV/nm. Two bare vertices of the same sign have become out of phase. Perfect screening would give 20.3 and −9.7 eV/nm.

Compare the case with Q empty, keeping q, D_K and the masses fixed. Then ε = 1 + 1.131 × 4.177 = 5.72 and g_K = 50/5.72 = 8.7 eV/nm. Filling Q raises ε and yet increases the static screened K vertex about 2.5 times, because D̄ no longer coincides with D_K. At the imaginary frequency used in section 8 the increase is smaller and depends on the K density taken for the comparison: 2.0 times at 1 nm⁻², 1.8 at 0.42 nm⁻² and 1.5 at 0.2 nm⁻².

For the stiffness, the rms deviation of D is 14.0 eV/nm. In (8), Var(D) = 197 and D̄²/ε = 56 (eV/nm)², so the out-of-phase part supplies nearly four fifths of the softening. With a lattice constant of 0.318 nm and two sulfur masses per cell, the static phonon shift is −1.9 meV; unscreened vertices would give −8.7 meV.

**8. Size of the neglected effects**

The static treatment neglects the phonon energy. The ratio of phonon energy to ħv_F is 0.24 nm⁻¹ for K and 0.51 nm⁻¹ for Q, so q = 1 nm⁻¹ is not far above the lower edge of the window. At ν = 0.050 eV, integration over k gives responses of 0.75N_K and 0.50N_Q. Equation (9) gives 0.77 and 0.55, slightly too large because q is comparable to k_F. The vertices become 20.9 and −9.1 eV/nm: the weights move towards K, and the difference remains 30 eV/nm. These factors cannot be applied to the phonon shift, which involves the response at real frequency, where the carriers can also damp the phonon. The static shift of section 7 is therefore only a rough estimate.

At smaller q and the same ν the weights first move further towards K: at q = 0.1 nm⁻¹ equation (9) gives vertices of 13.7 and −16.3 eV/nm. The bare vertices return only at still smaller q. By (10), with n_vħ²/m_v = N_v(ħv_F)²/2 and ħv_F = 0.210 and 0.099 eV nm, the sum over classes is 0.135 eV. The prefactor e²/(2ε₀) is 1.131 × 8 = 9.05 eV nm. The plasma energy equals the phonon energy at

q = 4 × 0.050²/(9.05 × 0.135) = 0.008 nm⁻¹.

The Q valleys are anisotropic. If all six had a mass along q of 0.55 or 0.89, at fixed density of states and the same ν, the K vertex would be 21.1 or 20.6 eV/nm; their different orientations give a value in between. At 300 K the static vertices are 21.8 and −8.2 eV/nm; the upper Q branch, given the same bare vertex as the lower, then supplies 12 % of the response.

For exchange, a contact estimate lowers the potential of each flavour by W = v/ε = 0.072 eV nm² times its own density, so f_vv = −W/G_v and f_12 = 0. With N_KN_Q/N = 2.83 eV⁻¹ nm⁻²,

1 − 0.072 × (1/4 + 1/6) × 2.83 = 0.915,

and (11) enlarges the difference by 9 %. This figure relies on exchange being fully screened by the carriers. Exchange evaluated over the Fermi line gives 10 % with the statically screened interaction, but a factor of about 2.3 with v(q) alone. Different charge profiles across the layer act the other way. For Gaussian profiles with assumed rms half-widths of 0.10 and 0.13 nm, and no screening inside the layer, the field energy of the charge difference reduces it by 5 %.

A metallic gate cuts off v(q). At distance d = 1 nm, v → e²d/(ε₀κ) as q → 0, and the static ε tends to 60 instead of diverging. In this static limit a residue of about 0.5 eV/nm of the average survives. The phonon considered here does not reach that limit, because small q lies below the static window. With the gate, the plasma energy falls to the phonon energy already near q = 0.07 nm⁻¹, and well below this the bare vertices return.

**9. Relation to real samples**

The assumed density is high: supplied from one side, it needs a gate field of 4.5 V/nm at κ = 4. Solid dielectrics of this κ break down at roughly 1 V/nm. A high-κ oxide would need less field, 0.7 V/nm at κ = 25, but such oxides generally break down at lower fields and would also change v(q). Such doping therefore usually calls for ionic gating or chemical donors. Both place ions close to the layer, which brings in disorder, not treated here. Besides the bare vertices, which are model values, the K–Q offset is uncertain, since it depends on strain and surroundings. At 0.10 eV, Q starts to fill at 4.177 × 0.10 = 0.42 nm⁻², or 4.2 × 10¹³ cm⁻²; a larger offset moves this threshold up in proportion. Below it, at low temperature, the K vertex is screened as in a single-class material. Just above it q exceeds 2k_F of Q and the response (5) is weak. At q = 1 nm⁻¹ the static K vertex rises from 10 eV/nm at 0.43 nm⁻² to its full value of 22.2 only at 0.59 nm⁻². The large out-of-phase vertex found here therefore requires both classes to be occupied and their bare vertices to differ. The numerical output below lists the main values used.

Numbers as computed

```
-- chain test (hopping units, vertices per unit displacement)
bare vertex, valley 0: 2 (model)
bare vertex, valley pi: 0 (model)
DOS share of valley 0: 0.3532 (fraction)
chain dielectric function: 26.16 (dimensionless)
screened vertices, diagonalization: 1.3319, -0.6680
same, formula with Fermi-averaged D: 1.3319, -0.6681
same, formula with band-edge D: 1.3206, -0.6794
stiffness reduction, energy / formula: 0.5318 / 0.5317
-- example: inputs
masses K, Q: 0.50, 0.70 m0; flavours 4, 6
K-Q offset, Q spin splitting: 0.100, 0.070 eV
carrier density: 1e+14 cm^-2
bare vertices K, Q: 50.0, 20.0 eV/nm
kappa 4.0; r0 4.0 nm; q 1.0 nm^-1; phonon 0.050 eV
-- example: results
DOS K, Q: 4.177, 8.772 eV^-1 nm^-2; K share 0.3226
filling depth K, Q: 0.1450, 0.0450 eV
densities K, Q: 6.056e+13, 3.944e+13 cm^-2
k_F K, Q: 1.379, 0.909 nm^-1
hbar v_F K, Q: 0.2102, 0.0989 eV nm
v(q): 1.131 eV nm^2
dielectric function of carriers: 15.65 (dimensionless)
DOS-weighted mean vertex: 29.68 eV/nm
screened mean vertex: 1.897 eV/nm
screened vertices K, Q: 22.219, -7.781 eV/nm
perfect-screening limit K, Q: 20.323, -9.677 eV/nm
difference of screened vertices: 30 eV/nm
DOS-weighted rms deviation of D: 14.02 eV/nm
static phonon shift, screened: -1.907 meV
static phonon shift, unscreened: -8.727 meV
-- neglected effects
static response/DOS at q, 10 K, K, Q: 1.0000, 1.0000
Q response/DOS at 2.5 nm^-1: 0.3136; formula 0.3135
phonon energy/(hbar v_F) K, Q: 0.238, 0.505 nm^-1
response/DOS at i*phonon energy K, Q: 0.754, 0.501
vertices at i*phonon energy K, Q: 20.894, -9.106 eV/nm
same, q on light Q axis (0.55 m0): 21.139, -8.861 eV/nm
same, q on heavy Q axis (0.89 m0): 20.578, -9.422 eV/nm
q where plasma energy = phonon energy: 0.008174 nm^-1
static vertices at 300 K, K, Q: 21.801, -8.199 eV/nm
upper Q branch share of response, 300 K: 0.1192 (fraction)
difference factor, contact exchange: 1.093 (ratio)
charge half-widths K, Q: 0.10, 0.13 nm
difference factor, charge profiles: 0.9467 (ratio)
q->0 dielectric function, gate at 1 nm: 59.58 (dimensionless)
one-sided gate field for this doping: 4.524 V/nm
```
